# The dual descriptor from the Fukui function and from hardness: test program

```python
"""
Result under test: the dual descriptor f2(r) obeys
    f2(r) = d f(r)/dN at fixed v = d(eta)/d v(r) at fixed N,
and its integral over space is zero.
N: electron number; v: external potential; rho: electron density;
f = d rho/dN: Fukui function; eta = d2E/dN2: hardness (no factor 1/2).
At integer N: eta = E(N+1)-2E(N)+E(N-1), and f2 is the same
second difference of the densities.
Part A: interacting electrons on three sites at finite temperature, where
N is continuous and E is replaced by the Helmholtz free energy.
Part B: H3+ with full configuration interaction (FCI), integer N.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, fci, ao2mo, dft, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
KB_EV = const.k / const.e

# ---------------- Part A: Hubbard chain, continuous N ----------------
hop, repulsion = 1.0, 4.0
site_v = np.array([0.0, -0.8, 0.5])
n_sites, n_modes = 3, 6


def annihilator(mode):
    """Jordan-Wigner matrix of a fermion annihilator."""
    result = np.eye(1)
    for k in range(n_modes):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(m) for m in range(n_modes)]   # mode = 2*site + spin
mode_occ = np.array([np.diag(c.T @ c) for c in ops])
site_occ = mode_occ[0::2] + mode_occ[1::2]
total_occ = np.rint(site_occ.sum(axis=0)).astype(int)
H_chain = np.diag(repulsion * (mode_occ[0::2] * mode_occ[1::2]).sum(axis=0))
for s in range(n_sites - 1):
    for spin in range(2):
        move = ops[2 * s + spin].T @ ops[2 * (s + 1) + spin]
        H_chain = H_chain - hop * (move + move.T)


def spectrum(v):
    """All eigenstates: energies, electron numbers, site occupations."""
    H = H_chain + np.diag(v @ site_occ)
    energies, numbers, occs = [], [], []
    for n in range(n_modes + 1):
        idx = np.where(total_occ == n)[0]
        e, u = eigh(H[np.ix_(idx, idx)])
        energies.append(e)
        numbers.append(np.full(len(e), float(n)))
        occs.append(site_occ[:, idx] @ u**2)
    return (np.concatenate(energies), np.concatenate(numbers),
            np.concatenate(occs, axis=1))


def ensemble(spec, N, kT):
    """Grand-canonical averages at mean electron number N."""
    e, n, occ = spec

    def weights(mu):
        x = -(e - mu * n) / kT
        top = x.max()
        w = np.exp(x - top)
        return w / w.sum(), top + np.log(w.sum())

    mu = brentq(lambda m: weights(m)[0] @ n - N, -30, 30,
                xtol=1e-14, rtol=1e-15)
    p, log_z = weights(mu)
    return {"A": -kT * log_z + mu * N, "E": p @ e, "rho": occ @ p,
            "var": p @ (n - N)**2}


def second_N_derivative(spec, key, N, kT, h):
    lo, mid, hi = (ensemble(spec, N + d, kT)[key] for d in (-h, 0.0, h))
    return (hi - 2 * mid + lo) / h**2


kT_smooth, N_smooth = 0.3, 2.3
spec0 = spectrum(site_v)
f2_sites = second_N_derivative(spec0, "rho", N_smooth, kT_smooth, 0.004)


def hardness_response(key, step=1e-3):
    """Derivative with respect to each site potential of d2(key)/dN2."""
    out = []
    for s in range(n_sites):
        shift = step * np.eye(n_sites)[s]
        up, down = (second_N_derivative(spectrum(site_v + sg * shift), key,
                                        N_smooth, kT_smooth, 0.006)
                    for sg in (1, -1))
        out.append((up - down) / (2 * step))
    return np.array(out)


response_free = hardness_response("A")
response_internal = hardness_response("E")
scale = np.abs(f2_sites).max()
assert np.abs(response_free - f2_sites).max() < 2e-3 * scale
assert abs(response_free.sum()) < 2e-3 * scale
assert abs(f2_sites.sum()) < 1e-6
# the internal energy must not be used in place of the free energy
assert np.abs(response_internal - f2_sites).max() > 1e-2 * scale

# low temperature: hardness vanishes between integers, diverges at them
kT_cold = 0.1
eta_half = second_N_derivative(spec0, "A", 2.5, kT_cold, 0.005)
eta_half_law = kT_cold / (0.5 * 0.5)
assert abs(eta_half / eta_half_law - 1) < 0.01
ground = [spec0[0][spec0[1] == n].min() for n in range(n_modes + 1)]
gap_3 = ground[4] - 2 * ground[3] + ground[2]
eta_integer = kT_cold / ensemble(spec0, 3.0, kT_cold)["var"]
assert eta_integer > 10 * gap_3

# ---------------- Part B: H3+ by FCI, integer N ----------------
base_ang, leg_ang, probe_ang = 1.00, 0.88, 2.00


def triangle(base, leg):
    """Nuclear positions in bohr: two base atoms, then the apex."""
    height = np.sqrt(leg**2 - base**2 / 4)
    return np.array([[-base / 2, 0, 0], [base / 2, 0, 0],
                     [0, height, 0]]) / BOHR_ANG


def prepare(xyz, basis):
    mol = gto.M(atom=[["H", tuple(r)] for r in xyz], unit="Bohr",
                basis=basis, charge=1, spin=0, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    return {"mol": mol, "C": C, "h": C.T @ mf.get_hcore() @ C,
            "eri": ao2mo.kernel(mol, C)}


def fci_state(system, n_elec, extra=None, tol=1e-12):
    """Ground energy, AO density matrix and first gap (hartree).
    extra: added one-electron potential matrix in the AO basis."""
    C = system["C"]
    h = system["h"] if extra is None else system["h"] + C.T @ extra @ C
    norb = C.shape[1]
    if n_elec == 1:
        e, u = eigh(h)
        dm = np.outer(u[:, 0], u[:, 0])
    else:
        nelec = (n_elec - n_elec // 2, n_elec // 2)
        solver = fci.direct_spin1.FCI()
        solver.verbose = 0
        e, vectors = solver.kernel(h, system["eri"], norb, nelec, nroots=2,
                                   tol=tol, max_cycle=200)
        dm = solver.make_rdm1(vectors[0], norb, nelec)
    return e[0], C @ dm @ C.T, e[1] - e[0]


def second_difference(values):
    return values[2] - 2 * values[1] + values[0]


def inverse_distance(mol, point):
    with mol.with_rinv_origin(point):
        return mol.intor("int1e_rinv")


xyz = triangle(base_ang, leg_ang)
ion = prepare(xyz, "6-31++g**")
states = [fci_state(ion, n) for n in (1, 2, 3)]
E = [s[0] for s in states]
ionization, affinity = E[0] - E[1], E[1] - E[2]
eta = second_difference(E)
gap_neutral = states[2][2]
assert affinity > 0 and gap_neutral > 1e-3
dm_f2 = second_difference([s[1] for s in states])

probes = {"beyond apex": xyz[2] + np.array([0, probe_ang / BOHR_ANG, 0]),
          "above plane": xyz.mean(axis=0)
          + np.array([0, 0, probe_ang / BOHR_ANG])}

# quadrature grid with extra centres at the probe positions
grid_mol = gto.M(atom=[["H", tuple(r)] for r in [*xyz, *probes.values()]],
                 unit="Bohr", basis="sto-3g", charge=1, spin=0, verbose=0)
grid = dft.gen_grid.Grids(grid_mol)
grid.level = 5
grid.build()


def on_points(dm, points):
    ao = ion["mol"].eval_gto("GTOval_sph", np.asarray(points))
    return np.einsum("gi,gi->g", ao @ dm, ao)


f2_grid = on_points(dm_f2, grid.coords)
f_minus_integral = grid.weights @ on_points(states[1][1] - states[0][1],
                                            grid.coords)
f_plus_integral = grid.weights @ on_points(states[2][1] - states[1][1],
                                           grid.coords)
f2_integral = grid.weights @ f2_grid
f2_positive = grid.weights @ np.clip(f2_grid, 0, None)
assert abs(f2_integral) < 1e-4
assert abs(f_minus_integral - 1) < 1e-4
assert abs(f_plus_integral - 1) < 1e-4
assert f2_positive > 1e-2
radius = np.linalg.norm(grid.coords - xyz.mean(axis=0), axis=1) * BOHR_ANG
enclosed = {R: (grid.weights * f2_grid)[radius < R].sum()
            for R in (1.0, 2.0, 4.0, 8.0)}

# response of the hardness to a point charge q: v changes by -q/|r-R|
q_step = 0.002
response = {}
neutral_kink = None
for name, point in probes.items():
    W = inverse_distance(ion["mol"], point)
    plus = [fci_state(ion, n, -q_step * W)[0] for n in (1, 2, 3)]
    minus = [fci_state(ion, n, q_step * W)[0] for n in (1, 2, 3)]
    from_energy = (second_difference(plus)
                   - second_difference(minus)) / (2 * q_step)
    distance = np.linalg.norm(grid.coords - point, axis=1)
    from_f2 = -(grid.weights @ (f2_grid / distance))
    homo, lumo = ion["C"][:, 0], ion["C"][:, 1]
    frontier = -(lumo @ W @ lumo - homo @ W @ homo)
    assert abs(from_energy - from_f2) < 5e-5
    response[name] = (from_energy, from_f2, frontier)
    if name == "beyond apex":
        neutral_kink = (plus[2] + minus[2] - 2 * E[2]) / q_step

# finite charge: linear estimate against a full calculation
q_finite = -0.1
W_apex = inverse_distance(ion["mol"], probes["beyond apex"])
eta_finite = second_difference(
    [fci_state(ion, n, -q_finite * W_apex)[0] for n in (1, 2, 3)])
shift_full = eta_finite - eta
shift_linear = q_finite * response["beyond apex"][1]

# equilateral triangle: degenerate neutral state, kink in its energy
xyz_eq = triangle(leg_ang, leg_ang)
equilateral = prepare(xyz_eq, "6-31++g**")
eq_states = [fci_state(equilateral, n) for n in (1, 2, 3)]
eta_eq = second_difference([s[0] for s in eq_states])
W_eq = inverse_distance(equilateral["mol"],
                        xyz_eq[2] + np.array([0, probe_ang / BOHR_ANG, 0]))
eq_pair = [fci_state(equilateral, 3, sg * q_step * W_eq)[0] for sg in (1, -1)]
kink_eq = (sum(eq_pair) - 2 * eq_states[2][0]) / q_step
assert eq_states[2][2] < 1e-6
assert abs(kink_eq) > 5 * abs(neutral_kink)

# size of the basis-set effect
larger = prepare(xyz, "aug-cc-pvdz")
eta_larger = second_difference(
    [fci_state(larger, n, tol=1e-8)[0] for n in (1, 2, 3)])

# ---------------- printed numbers ----------------
print("A. Hubbard chain, energies in units of the hopping t")
print(f"U = {repulsion:.1f} t; site potentials = {site_v} t")
print(f"kT = {kT_smooth:.1f} t; mean N = {N_smooth:.1f}")
for s in range(n_sites):
    print(f"site {s+1}: d2rho/dN2 = {f2_sites[s]:+.5f}, "
          f"d(eta)/dv = {response_free[s]:+.5f}, "
          f"with internal energy = {response_internal[s]:+.5f}")
print(f"sum of d2rho/dN2 = {f2_sites.sum():+.1e}; "
      f"sum of d(eta)/dv = {response_free.sum():+.1e}")
print(f"kT = {kT_cold:.1f} t, N = 2.5: eta = {eta_half:.4f} t; "
      f"kT/[x(1-x)] = {eta_half_law:.4f} t")
print(f"kT = {kT_cold:.1f} t, N = 3: eta = {eta_integer:.3e} t; "
      f"I - A_e = {gap_3:.4f} t")
print("B. H3+, FCI/6-31++G**, fixed nuclei")
print(f"base = {base_ang:.2f} angstrom; legs = {leg_ang:.2f} angstrom")
print(f"I = {ionization*HARTREE_EV:.3f} eV")
print(f"A_e = {affinity*HARTREE_EV:.3f} eV")
print(f"eta = I - A_e = {eta*HARTREE_EV:.3f} eV")
print(f"integral of f- = {f_minus_integral:.6f}; "
      f"of f+ = {f_plus_integral:.6f}")
print(f"integral of f2 = {f2_integral:+.1e}; "
      f"of its positive part = {f2_positive:.4f}")
for R, value in enclosed.items():
    print(f"f2 inside {R:.0f} angstrom of the centroid = {value:+.2f}")
labels = ["base nucleus", "apex nucleus", *probes]
points = [xyz[0], xyz[2], *probes.values()]
for label, value in zip(labels, on_points(dm_f2, points)):
    print(f"f2 at {label} = {value:+.5f} bohr^-3")
print(f"probe distance: {probe_ang:.2f} angstrom from apex or centroid")
for name, (a, b, c) in response.items():
    print(f"d(eta)/dq, {name}: energies {a*HARTREE_EV:+.4f}, "
          f"f2 {b*HARTREE_EV:+.4f}, frontier {c*HARTREE_EV:+.4f} eV/e")
print(f"q = {q_finite:.1f} e beyond apex: linear shift of eta = "
      f"{shift_linear*HARTREE_EV:+.4f} eV, "
      f"full = {shift_full*HARTREE_EV:+.4f} eV")
print("Limits of the example")
print(f"eta in aug-cc-pVDZ = {eta_larger*HARTREE_EV:.3f} eV")
print(f"eta, equilateral, side {leg_ang:.2f} angstrom = "
      f"{eta_eq*HARTREE_EV:.3f} eV")
print(f"H3 gap: isosceles = {gap_neutral*HARTREE_EV:.3f} eV; "
      f"equilateral = {abs(eq_states[2][2])*HARTREE_EV:.1e} eV")
print(f"kT at 500 K = {KB_EV*500:.4f} eV")
print(f"slope jump of E(H3) over q = +/-{q_step} e: "
      f"isosceles {neutral_kink*HARTREE_EV:+.4f}, "
      f"equilateral {kink_eq*HARTREE_EV:+.4f} eV/e")
print("ALL CHECKS PASSED")
```

Printed output:

```
A. Hubbard chain, energies in units of the hopping t
U = 4.0 t; site potentials = [ 0.  -0.8  0.5] t
kT = 0.3 t; mean N = 2.3
site 1: d2rho/dN2 = -0.12332, d(eta)/dv = -0.12332, with internal energy = +0.04486
site 2: d2rho/dN2 = -0.02257, d(eta)/dv = -0.02257, with internal energy = -0.09399
site 3: d2rho/dN2 = +0.14589, d(eta)/dv = +0.14589, with internal energy = +0.04913
sum of d2rho/dN2 = -6.2e-11; sum of d(eta)/dv = +2.5e-08
kT = 0.1 t, N = 2.5: eta = 0.4000 t; kT/[x(1-x)] = 0.4000 t
kT = 0.1 t, N = 3: eta = 9.262e+03 t; I - A_e = 2.2943 t
B. H3+, FCI/6-31++G**, fixed nuclei
base = 1.00 angstrom; legs = 0.88 angstrom
I = 32.435 eV
A_e = 6.541 eV
eta = I - A_e = 25.894 eV
integral of f- = 1.000000; of f+ = 1.000000
integral of f2 = -3.4e-07; of its positive part = 0.5519
f2 inside 1 angstrom of the centroid = -0.49
f2 inside 2 angstrom of the centroid = -0.17
f2 inside 4 angstrom of the centroid = -0.01
f2 inside 8 angstrom of the centroid = -0.00
f2 at base nucleus = -0.06563 bohr^-3
f2 at apex nucleus = -0.13697 bohr^-3
f2 at beyond apex = +0.00001 bohr^-3
f2 at above plane = -0.00001 bohr^-3
probe distance: 2.00 angstrom from apex or centroid
d(eta)/dq, beyond apex: energies +0.7649, f2 +0.7649, frontier +0.9609 eV/e
d(eta)/dq, above plane: energies +0.7379, f2 +0.7379, frontier +0.8312 eV/e
q = -0.1 e beyond apex: linear shift of eta = -0.0765 eV, full = -0.0765 eV
Limits of the example
eta in aug-cc-pVDZ = 25.808 eV
eta, equilateral, side 0.88 angstrom = 27.457 eV
H3 gap: isosceles = 1.133 eV; equilateral = 3.3e-13 eV
kT at 500 K = 0.0431 eV
slope jump of E(H3) over q = +/-0.002 e: isosceles -0.0008, equilateral -2.0338 eV/e
ALL CHECKS PASSED
```
